The Lanthanide Contraction from Incomplete 4f Screening, and Ligand Crowding in Precursors

**1. One electron and one added pair of charges**

Take a single electron bound to a central charge +Ze. Write C = e²/(4πε₀). If the electron is confined to a region of size r, its kinetic energy is about ħ²/(2mr²), so

E(r) = ħ²/(2mr²) − ZC/r.

Setting dE/dr = −ħ²/(mr³) + ZC/r² to zero gives

r = ħ²/(mCZ).

The size is inversely proportional to the central charge.

Now add one proton at the centre and one negative charge −e spread over a thin spherical shell of radius b. The pair is neutral. If b lies well inside r, Gauss's law says that the electron feels no new force, and r is unchanged. If b lies well outside r, the shell exerts no force in its interior, the electron feels Z + 1, and r shrinks by the factor Z/(Z + 1). For Z = 8 that is 11 %.

A real cloud lies between these limits. If a fraction u of it lies outside the electron, the charge rises by u and the relative shrinkage is about u/Z. For u = 0.2 and Z = 8 this is 2.5 %. The estimate places the electron at a single radius; a spread-out orbital can shrink by more, for the reason met in section 3.

This is the situation along the trivalent lanthanides. From La³⁺ (4f⁰) to Lu³⁺ (4f¹⁴), each step adds one proton and one 4f electron. The ion's net charge stays +3e, and at a large distance each 4f electron screens its proton completely. The 5s and 5p electrons, which set the size of the ion, are not at a large distance. The comparison needs a fixed oxidation state: an ion that becomes Eu²⁺ or Ce⁴⁺ has changed its net charge as well.

**2. From charge to radius**

For a spherical ion let N(r) be the number of electrons inside r, and let Z(r) = Z_nuc − N(r) be the enclosed charge in units of e. Gauss's law gives the slope of the electrostatic potential energy of an electron:

dV/dr = C Z(r)/r².

An orbital with radial function P(r), normalized by ∫P² dr = 1, obeys, without relativity,

−(ħ²/2m) P″ + [ħ²ℓ(ℓ+1)/(2mr²) + V(r)] P = εP.

What potential gives the same orbital, shrunk by a factor s? The shrunk orbital is P_new(r) = √s P(sr). Put x = sr. Two derivatives bring out s², and 1/r² = s²/x², so

−(ħ²/2m) P_new″ + ħ²ℓ(ℓ+1)/(2mr²) P_new
= s²√s [−(ħ²/2m) P″(x) + ħ²ℓ(ℓ+1)/(2mx²) P(x)]
= s² [ε − V(sr)] P_new(r).

The new orbital therefore solves the radial equation with

V_new(r) = s² V(sr), ε_new = s² ε.

Its mean radius is ∫ r s P²(sr) dr = (1/s) ∫ x P²(x) dx, smaller by the factor s. Differentiating V_new gives s³V′(sr) = s³ C Z(sr)/(s²r²) = s C Z(sr)/r². In terms of enclosed charge the condition is thus Z_new(r) = s Z(sr), or

Z_new(r/s) = s Z(r).

At corresponding points the enclosed charge must be s times larger. This is the precise form of "radius goes as one over effective charge", and it assumes a fixed orbital shape.

No lanthanide ion can satisfy it at every r. Near the nucleus the charge ratio from La to Lu is 71/57 = 1.25. Far outside it is 3/3 = 1. In between, taken at corresponding points (r in La, r/s in Lu, with the factor s = 1.284 of section 3), it rises above both values, to about 1.4 near r = 0.02 nm, where the core electrons have already lowered the enclosed charge while most of the 4f charge still lies further out. The condition can hold only on average, which makes what follows a model.

**3. The incomplete-screening model**

Let q(r) be the fraction of one 4f electron that lies inside r. An ion with n such electrons has

Z_new(r) = 57 + n − N_core(r) − n q(r),

where the core is the 54 electrons already present in La³⁺. Assume that the core shrinks uniformly, so that it encloses the same count at the scaled radius r/s as it did in La³⁺ at r. Then

Z_new(r/s) = Z_La(r) + n[1 − q(r/s)].

Insert this in the scaling condition and average over the La³⁺ 5p density, writing ⟨ ⟩ for the average and Z₀ = ⟨Z_La⟩:

s Z₀ = Z₀ + n⟨1 − q(r/s)⟩.

Division by Z₀ gives

s = 1 + n u/Z₀, u = ⟨1 − q(r/s)⟩.

Here u is the unscreened part per 4f electron. If the 4f cloud were a point at the nucleus, u would be 0 and there would be no contraction. If it lay wholly outside the 5p shell, u would be 1. Since u depends on s, the equation is solved by repeated substitution, starting from s = 1.

The densities come from a numerical calculation of all fifteen free ions. It solves the Dirac equation in a Gaussian basis, with a self-consistent spherical potential, evenly occupied 4f orbitals, a point nucleus and exchange taken from the local density. Correlation is left out. The model borrows q(r) from these ions, so it interprets their contraction and does not predict it independently.

For La³⁺ the calculation gives Z₀ = 8.196. The model then gives:

Ce: u = 0.1965, s = 1 + 1 × 0.1965/8.196 = 1.024
Gd: u = 0.1518, s = 1 + 7 × 0.1518/8.196 = 1.130
Lu: u = 0.1230, s = 1 + 14 × 0.1230/8.196 = 1.210

The self-consistent mean 5p radii are 0.0932 nm for La, 0.0910 nm for Ce, 0.0811 nm for Gd and 0.0726 nm for Lu. The corresponding shrink factors are 1.024, 1.150 and 1.284. The model thus recovers 87 % of s − 1 at Gd and 74 % at Lu.

The shortfall can be located. Averaged over each ion's own 5p density, the enclosed charge rises from 8.20 in La to 9.89 in Lu, a ratio of 1.207. The model's 1.210 is close to this; at Gd the ions give 1.118 and the model 1.130. The model does not undercount the charge. What falls short is the step from average charge to radius. The scaling condition does not hold at every r, and a plain average over the 5p density gives little weight to the inner region, where the enclosed charge rises most.

The contraction is also uneven. The 5p radius falls by 0.0121 nm from La to Gd and by 0.0085 nm from Gd to Lu. Most of this unevenness comes from the reciprocal, because the radius goes as 1/s: two equal rises of s would already give drops of 0.0116 nm and 0.0090 nm. The rest arises because s itself rises by 0.150 in the first half and by 0.134 in the second. This slowing goes with a change in the 4f cloud. The mean 4f radius drops from 0.0564 nm in Ce to 0.0381 nm in Lu, a factor of 1.48, while the 5p radius drops by a factor of 1.25 over the same range. The 4f cloud withdraws from the 5p shell, and each 4f electron leaves less of its proton unscreened.

**4. Weighing the contributions within the ion**

*The outer lobe and the inner density.* The 5p orbital has a large outer lobe, but 6.7 % of its La³⁺ density lies further in. That small part matters because an added proton is largely unscreened there. It can supply at most 0.067 of the total u = 0.123 in Lu. If the model is averaged over the outer lobe alone, it recovers only 44 % of s − 1 at Lu instead of 74 %.

*Electrostatics and exchange.* Give the 54 electrons of La³⁺ only the electrostatic field of fourteen extra protons and the fourteen 4f charges of Lu³⁺, held frozen, and let those 54 electrons relax. The 5p shell then shows 95 % of the full contraction. The remaining 5 % comes from the 4f contribution to the exchange potential, the one ingredient left out.

*The spread of the 4f cloud.* Repeat this with the frozen cloud compressed to half its radius. The share falls from 95 % to 52 %. The extent of the 4f cloud therefore controls a large part of the effect. About half survives because protons remain unscreened deeper in the ion, where the inner part of the 5p density feels them. The inner shells contract as well, but they then screen the 5p electrons better, which works against the contraction.

*Relativity and the exchange approximation.* The full contraction of the 5p radius is 22.1 %. With the speed of light raised twentyfold, which nearly removes relativity, it is 20.2 %. With exchange made 1.5 times stronger it is 21.4 %. Neither is the main cause at this level of theory.

**5. From a smaller ion to a shorter bond**

Consider a precursor of the tris(β-diketonate) type, with six oxygen donors around the metal. Give the metal charge +3e and each donor −e/2. The donors attract the metal but repel one another, and both energies vary as 1/d, where d is the bond length. For an octahedron there are twelve donor pairs at distance √2 d and three at 2d. The Coulomb energy per donor is −aC/d with

a = ½ [3 − ½ (12/√2 + 3/2)/6] = 1.084.

Add a short-range repulsion between the ion's wall, at radius R, and a donor of radius r_L:

E(d) = −aC/d + B exp[−(d − R − r_L)/ρ].

At the minimum the two forces balance:

aC/d² = (B/ρ) exp[−(d − R − r_L)/ρ].

Now change R by δR, holding a, B, ρ and r_L fixed. The left side changes by −(2/d)δd times itself, and the right side by −(δd − δR)/ρ times itself. The sides remain equal, so

2δd/d = (δd − δR)/ρ,
δd (1/ρ − 2/d) = δR/ρ,
δd/δR = 1/(1 − 2ρ/d).

For a hard wall, ρ → 0, the bond follows the ion one to one. A soft wall amplifies the change, because the attraction grows as the ligand moves in. The minimum is stable when

E″ = (aC/d²)(1/ρ − 2/d) > 0,

that is, when d > 2ρ.

Take rough typical inputs: d = 0.24 nm for La, r_L = 0.14 nm and ρ = 0.035 nm. Then R = 0.10 nm for La, and the response is 1/(1 − 0.070/0.24) = 1.41. Assume that R scales with the mean 5p radius. For Lu, R = 0.10/1.284 = 0.0779 nm, a drop of 0.0221 nm. The linear estimate of the bond contraction is 1.41 × 0.0221 = 0.031 nm. Minimizing E(d) numerically gives 0.032 nm, or 32 pm, and a Lu–O bond of 0.208 nm.

**6. From a shorter bond to crowding**

Seen from the metal, a spherical donor fills a cone of half-angle t. The edge of the cone touches the sphere at a right angle to its radius, so sin t = r_L/d. The cone covers the fraction

(1/4π) ∫₀ᵗ 2π sin θ dθ = (1 − cos t)/2

of all directions. N donors that do not overlap cover

G = N(1 − cos t)/2.

Differentiating sin t = r_L/d at fixed r_L gives cos t dt = −sin t dd/d, so dt = −tan t d(ln d). With dG = (N/2) sin t dt,

d(ln G)/d(ln d) = −sin t tan t/(1 − cos t)
= −(1 − cos² t)/[cos t (1 − cos t)]
= −(1 + 1/cos t).

For small, distant donors this tends to −2, the inverse-square law for solid angle. For La it is −2.23. Coverage rises from 56 % in La to 68 % in Gd and 78 % in Lu. The bond shortens by 13.4 % and the coverage grows by 39 % of its initial value, more than 2.23 × 13.4 % = 30 %, because the change is not small.

Whether another donor fits depends also on how well the donors can be spread out. Let t_N be the largest half-angle for which N equal cones fit without overlap; a numerical search gives 45.0°, 38.9° and 37.4° for N = 6, 7 and 8. Define the room as d_N sin t_N − r_L, half the gap between nearest donor surfaces. The bond length d_N is found by minimizing the energy over d again for each N, with the donors held in this best-spread arrangement, −e/2 on every donor and the same B. More donors repel one another more, so the bond lengthens.

N = 6: room 30 pm in La, 7 pm in Lu
N = 7: room 14 pm in La, −6 pm in Lu
N = 8: room 12 pm in La, −7 pm in Lu

With these inputs La can accept a seventh or eighth donor without overlap, and Lu cannot. The room lacking in Lu is only 6 to 7 pm, about 5 % of r_L (neighbouring spheres overlap by twice that), so this verdict depends on the donor radius chosen.

**7. How far the numbers can be trusted**

Measured ionic radii at fixed coordination number fall by about 0.017 to 0.018 nm across the series, or 0.02 nm in round numbers. The model's 0.032 nm is well above that, and its Lu–O bond is too short for a typical complex. The result depends on the assumption that R scales with the mean 5p radius. The radius at which the ion's electron density falls to 0.001 per cubic bohr shrinks by only 13 %, from 0.1862 to 0.1626 nm (these tail radii are uncertain by about 0.0001 nm from the basis). If R shrank by that fraction, the bond would contract by about 0.018 nm; if R fell by that distance, 0.0236 nm, the linear estimate would be 0.033 nm. One missing ingredient is the short-range repulsion between donors, which is soft and acts before their spheres touch. With R again scaled by the 5p radius, and B reset so that the La bond stays at 0.24 nm, an exponential donor–donor repulsion of 0.2 eV per pair at contact, with the same range ρ, reduces the bond contraction from 0.032 to 0.024 nm; ranges of 0.02 and 0.05 nm give 0.022 and about 0.026 nm. Electron donation from the ligands, absent here, may account for some of the rest; that is a conjecture.

With a contraction of 0.02 nm, d = 0.22 nm for Lu, cos t = 0.771 and G = 3 × (1 − 0.771) = 69 %. Crowding still grows by about a fifth. If the seven- and eight-donor bonds also shorten by 0.02 nm, their room in Lu becomes about 1 pm and 0 pm. The loss of room survives, but the sharp verdict that a seventh donor does not fit does not.

Heat blurs that verdict too. Treat each bond as an independent spring. For its stiffness take E″, about 550 eV/nm² in La; this belongs to the symmetric stretch, and a single bond has about 490 eV/nm² in La and 590 eV/nm² in Lu. At a source temperature of 450 K this gives a classical rms motion √(k_BT/E″) = 0.008 nm. A change of bond length enters the room multiplied by sin t_N ≈ 0.6, which leaves a few pm, of the same order as the room at stake. This is motion about the mean, and does not cancel the shift of the mean.

For precursor design the inference is conditional. With the same ligand, a larger ion leaves more space for an added donor or a bridge to a neighbouring molecule, and such association generally lowers volatility. Bulkier ligands can close that space. But at the shorter distance a smaller ion also attracts an added donor more strongly, while the other donors repel it more strongly, so crowding alone does not decide the outcome. The outer groups of the ligand and the limited bite of a chelate, both outside this model, can matter as much as the donor atoms.
